# Finite-Temperature Adler-Wiser Response at Fixed Electron Number: a program that tests the result

```python
"""Finite-temperature independent-particle response at fixed electron number.
Result under test: dn = chi0 V with
  chi0(r,s) = g sum_ij D_ij psi_i(r) psi_j*(r) psi_i*(s) psi_j(s)
              - p_r p_s / (g sum_k f'_k),   p_r = g sum_i f'_i |psi_i(r)|^2,
D_ij = (f_i-f_j)/(e_i-e_j), or f'(e_i) whenever e_i = e_j.
chi0 conserves charge and is negative semidefinite for Fermi-Dirac f.
Symbols: g spin factor, e_i levels, psi_i orbitals, mu Fermi level,
V real site potential, n electrons per site. Energies are in eV.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import expit, erfc

G = 2.0


def ground(H, number, kT):
    """Density, Fermi level, levels and orbitals by diagonalization."""
    e, C = np.linalg.eigh(H)
    def excess(mu):
        return G * expit((mu - e) / kT).sum() - number
    mu = brentq(excess, e[0] - 40 * kT, e[-1] + 40 * kT,
                xtol=1e-14, rtol=1e-14)
    n = G * (abs(C) ** 2) @ expit((mu - e) / kT)
    return n, mu, e, C


def divided_difference(e, mu, kT):
    """Fermi-Dirac divided differences in a form smooth at equal levels."""
    x = (e - mu) / kT
    y = (x[:, None] - x[None, :]) / 2
    small = abs(y) < 1e-5
    safe = np.where(small, 1.0, y)
    ratio = np.where(small, 1 + y * y / 6, np.sinh(safe) / safe)
    c = np.cosh(x / 2)
    return -ratio / (4 * kT * np.outer(c, c))


def response(C, D):
    """Return chi at fixed mu and chi at fixed electron number."""
    pair = C[:, :, None] * C.conj()[:, None, :]
    chi = G * np.einsum('rij,ij,sij->rs', pair, D, pair.conj())
    assert abs(chi.imag).max() < 1e-11
    slope = np.diag(D)
    p = G * (abs(C) ** 2) @ slope
    return chi.real, chi.real - np.outer(p, p) / (G * slope.sum())


def jacobian(func, x, h=1e-4):
    """Central finite-difference derivative matrix."""
    cols = [(func(x + h * u) - func(x - h * u)) / (2 * h)
            for u in np.eye(len(x))]
    return np.array(cols).T


def row(a, digits=5):
    return ' '.join(f'{v + 0.0:.{digits}f}'
                    for v in np.round(np.asarray(a, float), digits) + 0.0)


# General complex Hamiltonian: formula against rediagonalization
rng = np.random.default_rng(4)
A = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
H6, N6, kT6 = (A + A.conj().T) / 2, 5.0, 0.3
n6, mu6, e6, C6 = ground(H6, N6, kT6)
D6 = divided_difference(e6, mu6, kT6)
chi_mu6, chi6 = response(C6, D6)
fd6 = jacobian(lambda v: ground(H6 + np.diag(v), N6, kT6)[0], np.zeros(6))
error6 = abs(fd6 - chi6).max()
assert error6 < 1e-6
assert abs(chi6.sum(axis=0)).max() < 1e-11
assert abs(chi6.sum(axis=1)).max() < 1e-11


def density_fixed_mu(v, mu):
    e, C = np.linalg.eigh(H6 + np.diag(v))
    return G * (abs(C) ** 2) @ expit((mu - e) / kT6)


fd_mu6 = jacobian(lambda v: density_fixed_mu(v, mu6), np.zeros(6))
assert abs(fd_mu6 - chi_mu6).max() < 1e-6
dn_dmu = (density_fixed_mu(np.zeros(6), mu6 + 1e-4)
          - density_fixed_mu(np.zeros(6), mu6 - 1e-4)) / 2e-4
assert abs(dn_dmu + chi_mu6.sum(axis=1)).max() < 1e-6

v6 = rng.normal(size=6)
V6 = C6.conj().T @ np.diag(v6) @ C6
shift6 = (np.diag(D6) @ np.diag(V6).real) / np.diag(D6).sum()
fd_shift = (ground(H6 + 1e-4 * np.diag(v6), N6, kT6)[1]
            - ground(H6 - 1e-4 * np.diag(v6), N6, kT6)[1]) / 2e-4
assert abs(shift6 - fd_shift) < 1e-6
square6 = G * np.sum(D6 * abs(V6 - shift6 * np.eye(6)) ** 2)
assert abs(square6 - v6 @ fd6 @ v6) < 1e-5
eig6 = np.linalg.eigvalsh((fd6 + fd6.T) / 2)
assert abs(eig6[-1]) < 1e-6 and eig6[-2] < -1e-3
assert eig6[0] > -G / (4 * kT6)

# Jacobian of an SCF map with a nonlocal positive definite interaction
sites = np.arange(6)
K6 = 1.5 * np.exp(-abs(sites[:, None] - sites[None, :]))
assert np.linalg.eigvalsh(K6)[0] > 0
trial = np.full(6, N6 / 6)
scf_fd = jacobian(lambda n: ground(H6 + np.diag(K6 @ n), N6, kT6)[0], trial)
_, mu_s, e_s, C_s = ground(H6 + np.diag(K6 @ trial), N6, kT6)
chi_s = response(C_s, divided_difference(e_s, mu_s, kT6))[1]
assert abs(scf_fd - chi_s @ K6).max() < 1e-5
eig_scf = np.linalg.eigvals(scf_fd)
assert abs(eig_scf.imag).max() < 1e-5 and eig_scf.real.max() < 1e-5

print('GENERAL TEST, complex 6-site Hamiltonian, N = 5, kT = 0.3 eV')
print(f'largest error of chi0 against rediagonalization: {error6:.1e} 1/eV')
print('eigenvalues of finite-difference chi0 (1/eV):', row(eig6))
print(f'lower bound -g/(4kT): {-G / (4 * kT6):.5f} 1/eV')

# Worked example: three-site open chain
t, kT, N, v = 1.0, 0.5, 3.0, 0.01
H = -t * (np.eye(3, k=1) + np.eye(3, k=-1))
n, mu, e, C = ground(H, N, kT)
C = C * np.sign(C[0])
f = expit((mu - e) / kT)
D = divided_difference(e, mu, kT)
z = 1.49 * np.exp(2j * np.pi * np.arange(4000) / 4000)
fz = 1 / (np.exp(z / kT) + 1)
contour = np.array([[np.mean(fz * z / ((z - a) * (z - b))) for b in e]
                    for a in e])
assert abs(contour - D).max() < 1e-9
chi_mu, chi = response(C, D)
potential = np.array([v, 0.0, 0.0])
V = C.T @ np.diag(potential) @ C
slope = np.diag(D)
dmu = slope @ np.diag(V) / slope.sum()
dn_mu = chi_mu @ potential
dn_fermi = -dmu * G * (C ** 2) @ slope
dn = chi @ potential
n_new, mu_new = ground(H + np.diag(potential), N, kT)[:2]
assert abs(dn_mu + dn_fermi - dn).max() < 1e-12
assert abs(n_new - n - dn).max() < 1e-5
assert abs(mu_new - mu - dmu) < 1e-5
off = G * np.sum((D - np.diag(slope)) * V ** 2)
diagonal = G * np.sum(slope * (np.diag(V) - dmu) ** 2)
assert abs(off + diagonal - potential @ chi @ potential) < 1e-12
eig = np.linalg.eigvalsh(chi)
print(f'EXAMPLE chain: t = {t} eV, kT = {kT} eV, N = {N:.0f}, g = {G:.0f}')
print('levels (eV):', row(e), '| mu (eV):', row([mu]))
for i in range(3):
    print(f'orbital {i + 1} on sites 1 2 3:', row(C[:, i]))
print('occupations f:', row(f))
print("slopes f' (1/eV):", row(slope))
for i in range(3):
    print(f'D row {i + 1} (1/eV):', row(D[i]))
for i in range(3):
    print(f'chi at fixed mu, row {i + 1} (1/eV):', row(chi_mu[i]))
for i in range(3):
    print(f'chi0 at fixed N, row {i + 1} (1/eV):', row(chi[i]))
print('eigenvalues of chi0 (1/eV):', row(eig))
print(f'potential on site 1: {v} eV')
for i in range(3):
    print(f'V_ij row {i + 1} (eV):', row(V[i], 6))
print('density change at fixed mu (electrons):', row(dn_mu, 6))
print(f'its sum: {dn_mu.sum():.6f} electrons')
print(f'Fermi-level shift: formula {dmu:.6f}, actual {mu_new - mu:.6f} eV')
print('Fermi-level correction (electrons):', row(dn_fermi, 6))
print('total linear change (electrons):', row(dn, 6))
print('actual change (electrons):', row(n_new - n, 6))
print(f'V.chi0.V off-diagonal part: {off:.4e} eV')
print(f'V.chi0.V diagonal part: {diagonal:.4e} eV')
print(f'V.chi0.V total: {potential @ chi @ potential:.4e} eV')

# Local interaction on the same chain and the limit of linear mixing
U = 2.0


def scf_map(density):
    return ground(H + U * np.diag(density), N, kT)[0]


uniform = np.ones(3)
assert abs(scf_map(uniform) - uniform).max() < 1e-12
assert abs(jacobian(scf_map, uniform) - U * chi).max() < 1e-6
lam, modes = np.linalg.eigh(U * chi)
alpha_limit = 2 / (1 - lam[0])
growth = []
for scale in (0.9, 1.1):
    density = uniform + 1e-4 * modes[:, 0]
    for _ in range(10):
        density = density + scale * alpha_limit * (scf_map(density) - density)
    growth.append(np.linalg.norm(density - uniform) / 1e-4)
assert abs(growth[0] / 0.8 ** 10 - 1) < 1e-3
assert abs(growth[1] / 1.2 ** 10 - 1) < 1e-3
print(f'SCF with U = {U} eV: Jacobian eigenvalues:', row(lam))
print(f'mixing limit alpha: {alpha_limit:.5f}')
print(f'error ratio after 10 steps at 0.9 of limit: {growth[0]:.4f}')
print(f'error ratio after 10 steps at 1.1 of limit: {growth[1]:.4f}')

# Degenerate ring: all equal-energy pairs are needed
r = np.arange(6)
ring = -(np.roll(np.eye(6), 1, axis=0) + np.roll(np.eye(6), -1, axis=0))
k = np.array([0, 1, 5, 2, 4, 3])
waves = np.exp(2j * np.pi * np.outer(r, k) / 6) / np.sqrt(6)
e_ring = -2 * np.cos(2 * np.pi * k / 6)
assert abs(ring @ waves - waves * e_ring).max() < 1e-12
real_orbitals = waves.copy()
for a in (1, 3):
    real_orbitals[:, a] = (waves[:, a] + waves[:, a + 1]) / np.sqrt(2)
    real_orbitals[:, a + 1] = (waves[:, a] - waves[:, a + 1]) / (1j * np.sqrt(2))
kT_ring = 0.1
mu_ring = ground(ring, 4.0, kT_ring)[1]
D_ring = divided_difference(e_ring, mu_ring, kT_ring)
same = abs(e_ring[:, None] - e_ring[None, :]) < 1e-9
D_drop = np.where(same & ~np.eye(6, dtype=bool), 0.0, D_ring)
wave = np.cos(4 * np.pi * r / 6)


def strength(chi_matrix):
    return wave @ chi_matrix @ wave / (wave @ wave)


full = strength(response(waves, D_ring)[1])
drop_wave = strength(response(waves, D_drop)[1])
drop_real = strength(response(real_orbitals, D_drop)[1])
h = 1e-4
change = (ground(ring + h * np.diag(wave), 4.0, kT_ring)[0]
          - ground(ring - h * np.diag(wave), 4.0, kT_ring)[0]) / (2 * h)
actual = wave @ change / (wave @ wave)
assert abs(full - actual) < 1e-4
assert abs(response(waves, D_ring)[1]
           - response(real_orbitals, D_ring)[1]).max() < 1e-11
assert abs(drop_wave - actual) > 0.1 and abs(drop_real - actual) < 1e-4
print('RING, 6 sites, t = 1 eV, N = 4, kT = 0.1 eV, V = cos(4 pi r/6)')
print(f'response, all pairs: {full:.5f}; finite difference: {actual:.5f} 1/eV')
print(f'degenerate pairs dropped, plane waves: {drop_wave:.5f} 1/eV')
print(f'degenerate pairs dropped, cos/sin orbitals: {drop_real:.5f} 1/eV')

# Gapped limit: occupied-empty sum
bonds = np.array([1.0, 0.3, 1.0])
H_gap = -(np.diag(bonds, 1) + np.diag(bonds, -1))
_, mu_g, e_g, C_g = ground(H_gap, 4.0, 0.03)
chi_gap = response(C_g, divided_difference(e_g, mu_g, 0.03))[1]
adler = np.zeros((4, 4))
for i in range(2):
    for a in range(2, 4):
        product = C_g[:, i] * C_g[:, a]
        adler -= 2 * G * np.outer(product, product) / (e_g[a] - e_g[i])
gap_error = abs(chi_gap - adler).max()
assert gap_error < 1e-8
print(f'GAPPED chain (bonds 1, 0.3, 1 eV; N = 4): gap {e_g[2] - e_g[1]:.5f} eV')
print(f'kT = 0.03 eV, difference from occupied-empty sum: {gap_error:.1e} 1/eV')

# First-order Methfessel-Paxton smearing, width 1 eV, isolated levels
levels = np.array([-1.5, 0.0, 1.5])


def mp_occupation(x):
    return erfc(x) / 2 - x * np.exp(-x * x) / (2 * np.sqrt(np.pi))


def mp_density(site_potential):
    energies = levels + site_potential
    m = brentq(lambda q: G * mp_occupation(energies - q).sum() - 3.0,
               -1, 1, xtol=1e-14, rtol=1e-14)
    return G * mp_occupation(energies - m)


scan = np.linspace(-8, 8, 4000)
counts = np.array([G * mp_occupation(levels - q).sum() - 3.0 for q in scan])
assert np.count_nonzero(np.diff(np.sign(counts))) == 1
mp_slope = -np.exp(-levels ** 2) * (1.5 - levels ** 2) / np.sqrt(np.pi)
u = np.array([1.0, 0.0, -1.0]) / np.sqrt(2)
mp_chi = G * (np.diag(mp_slope) - np.outer(mp_slope, mp_slope) / mp_slope.sum())
mp_fd = jacobian(mp_density, np.zeros(3))
assert abs(mp_fd - mp_chi).max() < 1e-6
assert abs(mp_fd.sum(axis=0)).max() < 1e-8
assert u @ mp_fd @ u > 0.05
print('METHFESSEL-PAXTON order 1, width 1 eV, levels -1.5, 0, 1.5 eV, N = 3')
print("slopes f' (1/eV):", row(mp_slope))
print(f'u.chi0.u for u = (1,0,-1)/sqrt(2): {u @ mp_fd @ u:.5f} 1/eV')

print('verified')
```

It prints:

```
GENERAL TEST, complex 6-site Hamiltonian, N = 5, kT = 0.3 eV
largest error of chi0 against rediagonalization: 8.1e-10 1/eV
eigenvalues of finite-difference chi0 (1/eV): -0.71488 -0.53653 -0.44324 -0.28777 -0.22369 0.00000
lower bound -g/(4kT): -1.66667 1/eV
EXAMPLE chain: t = 1.0 eV, kT = 0.5 eV, N = 3, g = 2
levels (eV): -1.41421 0.00000 1.41421 | mu (eV): 0.00000
orbital 1 on sites 1 2 3: 0.50000 0.70711 0.50000
orbital 2 on sites 1 2 3: 0.70711 0.00000 -0.70711
orbital 3 on sites 1 2 3: 0.50000 -0.70711 0.50000
occupations f: 0.94419 0.50000 0.05581
slopes f' (1/eV): -0.10539 -0.50000 -0.10539
D row 1 (1/eV): -0.10539 -0.31409 -0.31409
D row 2 (1/eV): -0.31409 -0.50000 -0.31409
D row 3 (1/eV): -0.31409 -0.31409 -0.10539
chi at fixed mu, row 1 (1/eV): -0.66896 0.10435 -0.04078
chi at fixed mu, row 2 (1/eV): 0.10435 -0.41948 0.10435
chi at fixed mu, row 3 (1/eV): -0.04078 0.10435 -0.66896
chi0 at fixed N, row 1 (1/eV): -0.41115 0.19411 0.21704
chi0 at fixed N, row 2 (1/eV): 0.19411 -0.38823 0.19411
chi0 at fixed N, row 3 (1/eV): 0.21704 0.19411 -0.41115
eigenvalues of chi0 (1/eV): -0.62818 -0.58234 0.00000
potential on site 1: 0.01 eV
V_ij row 1 (eV): 0.002500 0.003536 0.002500
V_ij row 2 (eV): 0.003536 0.005000 0.003536
V_ij row 3 (eV): 0.002500 0.003536 0.002500
density change at fixed mu (electrons): -0.006690 0.001044 -0.000408
its sum: -0.006054 electrons
Fermi-level shift: formula 0.004259, actual 0.004259 eV
Fermi-level correction (electrons): 0.002578 0.000898 0.002578
total linear change (electrons): -0.004111 0.001941 0.002170
actual change (electrons): -0.004111 0.001941 0.002170
V.chi0.V off-diagonal part: -3.9261e-05 eV
V.chi0.V diagonal part: -1.8534e-06 eV
V.chi0.V total: -4.1115e-05 eV
SCF with U = 2.0 eV: Jacobian eigenvalues: -1.25637 -1.16468 0.00000
mixing limit alpha: 0.88638
error ratio after 10 steps at 0.9 of limit: 0.1074
error ratio after 10 steps at 1.1 of limit: 6.1917
RING, 6 sites, t = 1 eV, N = 4, kT = 0.1 eV, V = cos(4 pi r/6)
response, all pairs: -1.16666; finite difference: -1.16666 1/eV
degenerate pairs dropped, plane waves: -0.33333 1/eV
degenerate pairs dropped, cos/sin orbitals: -1.16666 1/eV
GAPPED chain (bonds 1, 0.3, 1 eV; N = 4): gap 1.72237 eV
kT = 0.03 eV, difference from occupied-empty sum: 7.4e-13 1/eV
METHFESSEL-PAXTON order 1, width 1 eV, levels -1.5, 0, 1.5 eV, N = 3
slopes f' (1/eV): 0.04460 -0.84628 0.04460
u.chi0.u for u = (1,0,-1)/sqrt(2): 0.08920 1/eV
verified
```
